\section*{Bragg reflection near 90 degrees and the neutron backscattering width of silicon, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the wave equation to the accepted angles}

Q: To first order in the angle, the angular width of a symmetric Bragg reflection is $2|\chi_h|/\sin2\theta$, where $\chi_h$ measures the strength of the reflection and $\theta$ is the Bragg angle. At $\theta=90^\circ$ this is infinite. Does the theory of diffraction break down there?

A: The division breaks down. Bragg's law $\lambda=2d\sin\theta$ gives $d\lambda/\lambda=\cot\theta\,d\theta$ at fixed spacing $d$. A crystal tolerates a small finite mismatch in wavelength, and dividing that mismatch by the slope $\cot\theta$ turns it into an angle. At $90^\circ$ the slope vanishes, so the first-order term no longer describes the change. The cure is to keep the full dependence on angle.

Q: Then start from an equation that contains no Bragg angle. What is it for neutrons?

A: The Schr\"odinger equation with the nuclear pseudopotential. A nucleus at $\mathbf r_j$ with coherent scattering length $b_j$ contributes $(2\pi\hbar^2/m)\,b_j\,\delta(\mathbf r-\mathbf r_j)$ to the potential $V(\mathbf r)$, where $m$ is the neutron mass. The energy is $E=\hbar^2k^2/2m$, with $k$ the wavenumber in vacuum. Multiplying the equation by $-2m/\hbar^2$ gives
\begin{equation}
\nabla^2\psi+\left[k^2-w(\mathbf r)\right]\psi=0,\qquad
w(\mathbf r)=\frac{2m}{\hbar^2}V(\mathbf r)=4\pi\sum_j b_j\,\delta(\mathbf r-\mathbf r_j).
\end{equation}
In a periodic crystal $w=\sum_{\mathbf G}w_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Integrating over one cell of volume $\Omega_c$ gives
\begin{equation}
w_{\mathbf G}=\frac{4\pi F_{\mathbf G}}{\Omega_c},\qquad
F_{\mathbf G}=\sum_{j\in\text{cell}}b_j\,e^{-i\mathbf G\cdot\mathbf r_j}.
\end{equation}
I take $b_j$ real, so there is no absorption for now. Two coefficients will matter: the mean $g_0=w_0$ and the modulus $g=|w_{\mathbf H}|$ for the reflection $\mathbf H$, with $H=2\pi/d$. Neither depends on the neutron energy.

Q: Where does $\chi_h$ enter?

A: Writing the bracket as $k^2[1+\chi(\mathbf r)]$ defines $\chi=-w/k^2$. Hence $|\chi_h|=g/k^2$, which does depend on energy. I shall abbreviate it as $\chi$ from here on.

Q: You have not yet said what the crystal looks like.

A: It is perfect and fills the half-space $z>0$, and its flat surface is parallel to the reflecting planes. This is the symmetric Bragg case. The vector $\mathbf H$ then lies along $z$. I measure the direction of the incident beam, outside the crystal, by its angle $\varepsilon=90^\circ-\theta$ from the surface normal.

The surface is periodic in its own plane, so the tangential wavevector can change only by reciprocal vectors of the surface lattice. The two waves coupled by $\mathbf H$ differ only along $z$ and therefore share the tangential part $k\sin\varepsilon$ of the incident wave. What remains for motion along $z$ is
\begin{equation}
k_z^2=k^2-k^2\sin^2\varepsilon=k^2\cos^2\varepsilon .
\end{equation}
No small angle has been assumed, and refraction at the surface needs no separate correction.

Q: Why may you keep two waves? A crystal has infinitely many reciprocal vectors.

A: Two waves suffice when no third one has nearly the same free energy. That is an assumption here; for silicon (111) it can be checked, and I shall return to it. With tangential position $\mathbf x$ and tangential wavevector $\mathbf k_t$, take
\begin{equation}
\psi=e^{i\mathbf k_t\cdot\mathbf x}\left[A\,e^{i(H/2+u)z}+B\,e^{i(-H/2+u)z}\right].
\end{equation}
The $A$ wave travels into the crystal and the $B$ wave travels back. The number $u$ is the departure from the zone boundary and may be complex. Inserting this and collecting each exponential separately gives
\begin{align}
\left[k_z^2-g_0-(H/2+u)^2\right]A&=w_{\mathbf H}B,\\
\left[k_z^2-g_0-(H/2-u)^2\right]B&=w_{-\mathbf H}A .
\end{align}
Now expand $(H/2\pm u)^2=H^2/4\pm Hu+u^2$ and define
\begin{equation}
k_B^2=\frac{H^2}{4}+g_0,\qquad \Delta=k_z^2-k_B^2,\qquad D=\Delta-u^2 .
\end{equation}
The equations become $(D-Hu)A=w_{\mathbf H}B$ and $(D+Hu)B=w_{-\mathbf H}A$. Multiply them and cancel $AB$. Since $w$ is real, $w_{-\mathbf H}=w_{\mathbf H}^*$, and
\begin{equation}
D^2-H^2u^2=g^2 .
\label{disp}
\end{equation}

Q: One could now drop $u^2$ inside $D$. Would that be a hidden linearisation?

A: It is not needed for the edges of the reflection. Written out in full, equation (\ref{disp}) is a quadratic in $u^2$:
\begin{equation}
(u^2)^2-(H^2+2\Delta)\,u^2+(\Delta^2-g^2)=0 .
\end{equation}
Near the reflection $|\Delta|\ll H^2$. The two roots for $u^2$ are real and their sum is positive. The large root, near $H^2$, shifts the pair of waves by a whole reciprocal vector. It repeats a wave already counted and is discarded. The product of the roots is $\Delta^2-g^2$, so the small root has the sign of $\Delta^2-g^2$. For $|\Delta|>g$, $u$ is real and the wave propagates. For $|\Delta|<g$, $u$ is imaginary and the wave decays. Within the two-wave model the edges are therefore at $\Delta=\pm g$, with no further approximation. Dropping $u^2$ affects only the value of $u$ between and beyond the edges, by a relative amount of order $\chi$.

Q: A decaying wave is not yet total reflection.

A: Without absorption the mean flux along $z$ is the same at every depth. It vanishes deep inside, where the wave has died out, so it vanishes everywhere. If the specular beam is the one beam that can leave into vacuum, it must carry away all the incident flux. The condition for total reflection is then
\begin{equation}
\left|k^2\cos^2\varepsilon-k_B^2\right|\le g .
\label{master}
\end{equation}
Divide by $k^2$, write $\cos^2\varepsilon=1-\sin^2\varepsilon$, and set $\eta=1-k_B^2/k^2$:
\begin{equation}
\left|\sin^2\varepsilon-\eta\right|\le\chi .
\label{accept}
\end{equation}

Q: So the width is constant in $\sin^2\varepsilon$. What does that mean for a monochromatic beam whose direction I vary?

A: It helps to count the detuning in units of the half-gap: let $k^2=k_B^2+pg$. Then $\eta=pg/k^2=p\chi$, and total reflection requires
\begin{equation}
(p-1)\chi\le\sin^2\varepsilon\le(p+1)\chi .
\end{equation}
There are three cases. For $p<-1$ the upper bound is negative and no direction is accepted. For $-1\le p\le1$ the lower bound is no restriction, and the accepted directions fill a disc around the normal with half-angle
\begin{equation}
\varepsilon_{\max}=\arcsin\sqrt{(p+1)\chi}.
\end{equation}
For $p>1$ directions too close to the normal are excluded as well, and the disc becomes a ring.

Q: Then is the acceptance at backscattering $\sqrt{\chi}$ or not?

A: It is of that order, and the factor depends on the energy. At the gap centre, $p=0$, the half-angle is $\sqrt\chi$. At the upper edge, $p=1$, it reaches $\sqrt{2\chi}$, the largest value for a disc. The full opening is twice the half-angle. For $p>1$ and small angles the ring has the radial width
\begin{equation}
\sqrt\chi\left(\sqrt{p+1}-\sqrt{p-1}\right)=\frac{2\sqrt\chi}{\sqrt{p+1}+\sqrt{p-1}},
\end{equation}
where I multiplied and divided by the sum of the roots. This falls steadily as $p$ grows.

Q: The old formula works well away from $90^\circ$. You must recover it.

A: Let $\varepsilon_1$ and $\varepsilon_2$ be the inner and outer edges of the ring. Their squared sines differ by $2\chi$, and $\sin^2\varepsilon_2-\sin^2\varepsilon_1=\sin(\varepsilon_2+\varepsilon_1)\sin(\varepsilon_2-\varepsilon_1)$. Therefore
\begin{equation}
\sin(\varepsilon_2-\varepsilon_1)=\frac{2\chi}{\sin(\varepsilon_1+\varepsilon_2)} .
\end{equation}
If the ring is narrow compared with its radius, $\varepsilon_1+\varepsilon_2\simeq2\varepsilon_B$, where $\sin^2\varepsilon_B=\eta$. Since $2\varepsilon_B=180^\circ-2\theta_B$, the sines of $2\varepsilon_B$ and $2\theta_B$ are equal, and the width is $2\chi/\sin2\theta_B$.

The error can be followed too. At small angles the linear width is $\sqrt{\chi/p}$, so
\begin{equation}
\frac{\text{full width}}{\text{linear width}}
=\sqrt p\left(\sqrt{p+1}-\sqrt{p-1}\right)
=1+\frac{1}{8p^2}+\dots
\label{ratio}
\end{equation}
The expansion uses $\sqrt{1+x}-\sqrt{1-x}=x+x^3/8+\dots$ with $x=1/p$. The linear formula is good for $p\gg1$, that is for $\varepsilon_B\gg\sqrt\chi$.

Q: An angle of order $\sqrt\chi$ is much larger than one of order $\chi$. Does the crystal then collect far more neutrons from a divergent beam?

A: That depends on how much of the ring the beam fills. Take first a beam wide enough to cover all accepted directions. The accepted solid angle of a ring is
\begin{equation}
S=2\pi(\cos\varepsilon_1-\cos\varepsilon_2)
=2\pi\,\frac{\cos^2\varepsilon_1-\cos^2\varepsilon_2}{\cos\varepsilon_1+\cos\varepsilon_2}
=\frac{4\pi\chi}{\cos\varepsilon_1+\cos\varepsilon_2}.
\end{equation}
For small angles this is $2\pi\chi$, whatever the radius: as the ring shrinks it becomes wider, and its area stays the same. In the disc regime $\cos\varepsilon_1$ is replaced by 1 and the difference of squares by $(p+1)\chi$, so $S\simeq\pi(p+1)\chi$. This rises from zero at the lower edge to $2\pi\chi$ at the upper edge and joins the ring value there. The divergence of the linear width has no counterpart in the solid angle, and for such a wide beam backscattering brings no gain. A collimated beam is different. A cone of half-angle $\alpha\ll\varepsilon_B$ aimed at the ring lights only an arc of length about $2\alpha$ and collects $2\alpha\cdot2\chi/\sin2\theta_B$, while the largest disc, $2\pi\chi$, is filled once $\alpha\ge\sqrt{2\chi}$. The ratio is about $\pi\sin2\theta_B/(2\alpha)$, which for $\alpha\simeq\sqrt{2\chi}$ is of order $1/\sqrt\chi$, the same order as the ratio of the angles.

Q: Now reverse the roles. I fix the direction and scan the neutron energy.

A: Then (\ref{master}) says that $k^2$ runs from $(k_B^2-g)/\cos^2\varepsilon$ to $(k_B^2+g)/\cos^2\varepsilon$. Multiplying the difference by $\hbar^2/2m$ gives
\begin{equation}
\Delta E=\frac{\hbar^2}{2m}\,\frac{2g}{\cos^2\varepsilon}
=\frac{2|V_h|}{\cos^2\varepsilon},\qquad
|V_h|=\frac{\hbar^2g}{2m}=\frac{2\pi\hbar^2|F_h|}{m\,\Omega_c}.
\label{energy}
\end{equation}
Here $V_h$ is the Fourier component of the potential itself. For a given reflection the width is smallest at normal incidence, where it equals the band gap $2|V_h|$. The central energy also varies as $1/\cos^2\varepsilon$, so the relative width $2g/k_B^2$ is the same in every direction.

Q: Total reflection has sharp edges, but a measured curve has tails. What is the reflectivity outside the gap?

A: Match $\psi$ and its $z$ derivative at $z=0$ to the vacuum wave $e^{ik_zz}+r\,e^{-ik_zz}$:
\begin{align}
A+B&=1+r,\\
(H/2+u)A-(H/2-u)B&=k_z(1-r).
\end{align}
The numbers $H/2\pm u$ differ from $k_z$ by a relative amount of order $\chi$ close to the gap. Neglecting that, the second line becomes $A-B=1-r$, hence $A=1$ and $r=B$. From the two-wave equations $B/A=(D-Hu)/w_{\mathbf H}$, and (\ref{disp}) gives $Hu=\pm\sqrt{D^2-g^2}$. With $y=\Delta/g\simeq D/g$,
\begin{equation}
\left|\frac BA\right|=\left|\,y\mp\sqrt{y^2-1}\,\right| .
\end{equation}
The two values multiply to 1. The transmitted wave must carry flux inward, which to the same accuracy is proportional to $|A|^2-|B|^2$, so the smaller value is the right one:
\begin{equation}
R=\left(|y|-\sqrt{y^2-1}\right)^2\quad(|y|>1),\qquad R=1\quad(|y|\le1).
\label{darwin}
\end{equation}

Q: Then the width at half maximum exceeds the gap. By how much?

A: Put $q=|y|-\sqrt{y^2-1}$. Its inverse is $|y|+\sqrt{y^2-1}$, so $q+1/q=2|y|$. At $R=1/2$ we have $q=1/\sqrt2$, which gives $2|y|=1/\sqrt2+\sqrt2=3/\sqrt2$. The half-maximum points are at $|y|=3/(2\sqrt2)\simeq1.061$. In energy, at fixed direction, the full width at half maximum is therefore about 6\% larger than the range of total reflection.

\section{Penetration, silicon (111), and real crystals}

Q: Before the numbers, restate what is needed from the first half.

A: The crystal is perfect, with its surface parallel to planes of spacing $d$, and $H=2\pi/d$. The vacuum wavenumber is $k$, and $\varepsilon$ is the external angle from the normal. The potential enters through $g_0=4\pi F_0/\Omega_c$ and $g=4\pi|F_h|/\Omega_c$, where $\Omega_c$ is the cell volume. The gap centre is at $k_B^2=H^2/4+g_0$, and $\chi=g/k^2$. With the detuning $p=(k^2-k_B^2)/g$, total reflection requires $(p-1)\chi\le\sin^2\varepsilon\le(p+1)\chi$. At normal incidence the energy width is $\Delta E=2|V_h|=2Cg$, with $C=\hbar^2/2m$, and the width at half maximum is $3/(2\sqrt2)$ times that. Inside the crystal the forward and backward amplitudes obey $(D-Hu)A=w_{\mathbf H}B$ and $D^2-H^2u^2=g^2$. The reflectivity depends on $y=(k^2\cos^2\varepsilon-k_B^2)/g$.

Q: The width is called extinction-limited. Nothing so far contains an extinction length.

A: It is the imaginary part of $u$. At the gap centre $D\simeq0$, so $u=\pm ig/H$. The decaying solution has the plus sign, and its intensity falls as $e^{-2gz/H}$. The depth for a fall by a factor $e$ is
\begin{equation}
L=\frac{H}{2g}.
\end{equation}
This depth contains $L/d=H^2/(4\pi g)$ planes. The relative energy width is $\Delta E/E\simeq2g/(H^2/4)=8g/H^2$. Multiplying the two,
\begin{equation}
\frac{\Delta E}{E}\,\frac Ld=\frac2\pi .
\end{equation}
The resolution is set by the number of planes that take part. Once the crystal is much thicker than $L$, further planes hardly sharpen the reflection, because over most of the gap the wave does not reach them.

For a perfect, non-absorbing crystal in the symmetric two-wave case, total reflection has a fixed width in $\sin^2\varepsilon$, so the angular acceptance stays finite at backscattering; the energy width, the reflectivity and the extinction depth follow from the same equations. What remains is to treat thin slabs, put in numbers for silicon (111), check the two-wave assumption, and consider absorption, X-rays and the imperfections of real crystals.
